\section*{Recombination at dangling bonds with three charge states, part 2}

A dangling bond in amorphous silicon holds no, one or two electrons in one orbital (states $D^+$, $D^0$, $D^-$, with probabilities $f_+$, $f_0$, $f_-$). The two spin states of $D^0$ are counted together. Free electrons ($e$) and holes ($h$), with given uniform densities $n$ and $p$, recombine at $N$ such bonds per volume. We ask whether two ordinary traps would give the same rate. Thermal emission, hopping and recombination elsewhere are neglected at first.

The capture rates per defect are $A=nc_n^+$ (electron by $D^+$), $P=pc_p^0$ (hole by $D^0$), $Q=nc_n^0$ (electron by $D^0$) and $B=pc_p^-$ (hole by $D^-$). With $a=P/A$, $b=Q/B$, $r_n=Q/A$ and $r_p=P/B$, one has $ab=r_nr_p$. The steady state and the recombination rate $R$ per volume are
\begin{equation}
f_+:f_0:f_-=a:1:b,\qquad R=N\frac{P+Q}{1+a+b}. \label{recall}
\end{equation}

The independent pair consists of a lower trap (positive when empty, neutral when full; coefficients $c_n^+$, $c_p^0$) and an upper trap (neutral when empty, negative when full; $c_n^0$, $c_p^-$), each of density $N$. The lower is empty with probability $a/(1+a)$, the upper full with probability $b/(1+b)$. Their joint rate is
\begin{equation}
R_2=N\left(\frac{P}{1+a}+\frac{Q}{1+b}\right). \label{R2}
\end{equation}

At fixed $s=\sqrt{np}$ and small $r_n$, $r_p$, the bond's rate has two maxima, near $b=1$ and $a=1$ respectively:
\begin{equation}
R_{\max}\simeq\tfrac12Ns\sqrt{c_n^0c_p^-}. \label{upper}
\end{equation}
\begin{equation}
R_{\max}\simeq\tfrac12Ns\sqrt{c_p^0c_n^+}. \label{lower}
\end{equation}
For $r_n=r_p=r$ there is a dip between two maxima if $r<\tfrac16$.

The example, at 300 K, has $N=5\times10^{16}$ cm$^{-3}$, $\sqrt{np}=10^{13}$ cm$^{-3}$, and, in cm$^3$/s, $c_n^+=1.5\times10^{-7}$, $c_n^0=3\times10^{-9}$, $c_p^-=5\times10^{-8}$, $c_p^0=2\times10^{-9}$. Thus $r_n=0.02$ and $r_p=0.04$. At $n=p$, $a=0.0133$, $b=0.060$ and $R=2.33\times10^{21}$ cm$^{-3}$s$^{-1}$, or 11.2 mA/cm$^2$ for a 300 nm film. The ratios tabulated are $n/p=10^{-4}$, $10^{-2}$, $1$, $10^2$ and $10^4$.

\subsection{The configuration that a bond does not have}

The two traps are independent, so the probability of a joint configuration is a product. Apart from the common factor $1/[(1+a)(1+b)]$, the weights are
\begin{center}
\begin{tabular}{cccc}
lower & upper & weight & charge\\
empty & empty & $a$ & $+1$\\
full & empty & $1$ & $0$\\
full & full & $b$ & $-1$\\
empty & full & $ab$ & $0$
\end{tabular}
\end{center}
The first three correspond to $D^+$, $D^0$ and $D^-$, and their weights are those of (\ref{recall}). The fourth has no counterpart. A dangling bond cannot accept its second electron while the first is missing.

If the fourth configuration and all transitions to and from it are deleted, what remains is the chain of the bond: $A$ and $P$ connect the first two configurations, and $Q$ and $B$ the next two. The weights $a:1:b$ still balance each remaining link. Only their sum changes, from $(1+a)(1+b)=1+a+b+ab$ to $1+a+b$. The occupations of the bond are thus those of the pair under the condition that the fourth configuration does not occur.

Its probability in the pair is
\begin{equation}
w_4=\frac{ab}{(1+a)(1+b)}.
\end{equation}
For a fixed product $ab$, the denominator is smallest when $a+b$ is smallest, at $a=b=\sqrt{ab}$. Hence
\begin{equation}
w_4\le\frac{r_nr_p}{(1+\sqrt{r_nr_p})^2}.
\end{equation}
With $r_nr_p=8\times10^{-4}$, as in the example, $w_4$ stays below 0.1 \% at every ratio $n/p$.

The mean charge of the pair, in elementary charges, is
\begin{equation}
\frac{a}{1+a}-\frac{b}{1+b}
=\frac{a(1+b)-b(1+a)}{(1+a)(1+b)}
=\frac{a-b}{1+a+b+ab}.
\end{equation}
For the bond it is $f_+-f_-=(a-b)/(1+a+b)$. The pair has the same sign of charge, reduced in size by the factor $1-w_4$. Both are neutral on average at $a=b$, which means
\begin{equation}
\frac np=\sqrt{\frac{c_p^0c_p^-}{c_n^+c_n^0}} .
\end{equation}

\subsection{Which recombines faster, and by how much}

Write the rate of the bond as two terms,
\begin{equation}
R=N\left(\frac{P}{1+a+b}+\frac{Q}{1+a+b}\right).
\end{equation}
Since $a$ and $b$ are positive, each denominator is larger than the corresponding one in (\ref{R2}). Therefore $R_2>R$ for all positive coefficients and densities. The pair can do things that the bond cannot. While the lower trap is empty, for example, the upper one continues to work.

For the size of the excess, bring (\ref{R2}) to a common denominator:
\begin{equation}
R_2=N\,\frac{P(1+b)+Q(1+a)}{1+a+b+ab}.
\end{equation}
Here $Pb=PQ/B=Qr_p$ and $Qa=QP/A=Pr_n$. The numerator becomes $Q(1+r_p)+P(1+r_n)$. Let
\begin{equation}
w=\frac{Q}{P+Q}
\end{equation}
be the share of first captures that are electron captures. Division by $R$ gives
\begin{equation}
\frac{R_2}{R}=\left[1+w\,r_p+(1-w)\,r_n\right]
\frac{1+a+b}{1+a+b+r_nr_p}. \label{ratio}
\end{equation}
The second factor is below one. The bracket is one plus a weighted mean of $r_p$ and $r_n$, and so does not exceed one plus the larger of them. Together,
\begin{equation}
1<\frac{R_2}{R}<1+\max(r_n,r_p). \label{bounds}
\end{equation}

The limits show where the excess comes from. For $n/p\to\infty$, $w\to1$ and $b\to\infty$, so $R_2/R\to1+r_p$. Both traps are then full, and a hole can be captured by either of them, with total coefficient $c_p^0+c_p^-$. The doubly occupied bond is one centre with the single coefficient $c_p^-$. For $n/p\to0$ the ratio tends to $1+r_n$ for the corresponding reason.

The condition for replacing the bond by an independent pair is therefore $r_n\ll1$ and $r_p\ll1$: charged states must capture much faster than neutral ones. The relative error in the rate is then small at every $n/p$, within the model without emission.

For the example at $n=p$, $w=3/5=0.6$, and
\begin{equation*}
\frac{R_2}{R}=(1+0.6\times0.04+0.4\times0.02)\,
\frac{1.0733}{1.0741}=1.031 .
\end{equation*}
Between $n/p=10^{-4}$ and $10^4$ the ratio goes from 1.020 to 1.040. The pair is a good substitute here.

With four equal coefficients it is a poor one. Then $r_n=r_p=1$, and the ratio is 1.50 at $n=p$, 1.83 at $n/p=10$ and 1.98 at $n/p=100$. It approaches 2, because two centres then capture the scarce carrier, each with the same coefficient as the single bond. If neutral states captured faster than charged ones, the limit $1+r_p$ could exceed 2.

Formulas (\ref{recall}) and (\ref{ratio}) were compared with numerical solutions of the three-state and four-state rate equations. For 300 random sets, with all coefficients and densities drawn between 0.1 and 10 in arbitrary units, the rates and their ratios agreed to within $10^{-8}(1+x)$, where $x$ is the value compared.

\subsection{The shape of the rate}

One single-level trap with coefficients $c_e$ and $c_h$ has the rate
\begin{equation}
N\,\frac{np\,c_ec_h}{n\,c_e+p\,c_h}.
\end{equation}
At fixed $np=s^2$ the denominator is a sum of two positive terms with a fixed product. It has one minimum, at $nc_e=pc_h$, where it equals $2s\sqrt{c_ec_h}$. The rate thus has one maximum, $\tfrac12Ns\sqrt{c_ec_h}$. The two maxima of the bond, in the approximations (\ref{upper}) and (\ref{lower}), are those of the upper and the lower trap. Two maxima are therefore no proof of a shared orbital, since an independent pair can show them too.

The conditions for a dip are not quite the same. Take $c_n^0=c_p^0=c_0$ and $r_n=r_p=r$, and let $y=\sqrt{n/p}+\sqrt{p/n}$, which is at least 2. Then $P+Q=sc_0y$ and $a+b=r(n/p+p/n)=r(y^2-2)$. The two rates are
\begin{align}
R&=Nsc_0\,\frac{y}{1-2r+ry^2},\\
R_2&=Nsc_0\,\frac{(1+r)\,y}{(1-r)^2+ry^2}.
\end{align}
In the second line, $1+r^2-2r$ was written as $(1-r)^2$. A function $y/(k+ry^2)$ with $k>0$ has its maximum at $y^2=k/r$. If this lies above $y=2$, it is reached on both sides of $n=p$, with a dip between. For the bond the condition is $1-2r>4r$, or $r<1/6$, as before. For the pair it is $(1-r)^2>4r$. If $r<1$, this means $1-r>2\sqrt r$, hence $\sqrt r<\sqrt2-1$, or
\begin{equation}
r<3-2\sqrt2\simeq0.172 .
\end{equation}
In this symmetric case, and for $r<1$, the two thresholds nearly coincide. If neutral states capture much faster than charged ones, the bond and the pair differ in shape. For $r>1$ the pair's condition becomes $r-1>2\sqrt r$, so its dip returns when $r>3+2\sqrt2\simeq5.83$. The bond has no dip there: its constant $1-2r$ is negative, and $R$ falls steadily as $y$ grows.

\subsection{Restoring thermal emission}

Emission coefficients follow from equilibrium, where each capture process is balanced by its reverse. Let $E_1$ be the energy needed to add the first electron to the orbital, and $E_2$ that for the second. Since $D^0$ has two spin states, the equilibrium weights at Fermi level $E_F$ are
\begin{equation}
1:\;2e^{(E_F-E_1)/kT}:\;e^{(2E_F-E_1-E_2)/kT}
\end{equation}
for $D^+$, $D^0$ and $D^-$. The free densities are $N_ce^{-(E_c-E_F)/kT}$ and $N_ve^{-(E_F-E_v)/kT}$, where $E_c$ and $E_v$ are the band edges and $N_c$ and $N_v$ the effective band densities. Equating capture and emission for each process, $E_F$ cancels, and the emission rates are
\begin{align}
D^0\to D^++e:&\quad \tfrac12c_n^+N_ce^{-(E_c-E_1)/kT},\nonumber\\
D^-\to D^0+e:&\quad 2c_n^0N_ce^{-(E_c-E_2)/kT},\nonumber\\
D^+\to D^0+h:&\quad 2c_p^0N_ve^{-(E_1-E_v)/kT},\nonumber\\
D^0\to D^-+h:&\quad \tfrac12c_p^-N_ve^{-(E_2-E_v)/kT}.
\end{align}
Each emission competes with a capture that makes the same change of state. Neglect is justified if the four rates are small compared with $P$, $B$, $A$ and $Q$, in this order. The capture rates grow with the carrier densities and the emission rates do not, so the approximation fails at low illumination. It also fails for levels near a band edge and at high temperature.

For the example, take a gap of 1.75 eV, $E_1$ and $E_2$ at 0.80 and 1.00 eV above $E_v$, and $N_c=N_v=2\times10^{20}$ cm$^{-3}$. Both levels shift together with a Gaussian spread of 0.15 eV. The table gives the fraction of $R$ lost through emission, averaged over this spread, and the tail recombination discussed next, both relative to $R$ without emission:
\begin{center}
\begin{tabular}{cccc}
$n/p$ & loss, 300 K & loss, 358 K & tails, 300 K\\
$10^{-4}$ & 0.2 \% & 0.8 \% & 4 \%\\
$10^{-2}$ & 0.4 \% & 2.0 \% & 2 \%\\
$1$ & 0.6 \% & 2.2 \% & 7 \%\\
$10^{2}$ & 1.1 \% & 3.7 \% & 4 \%\\
$10^{4}$ & 0.4 \% & 1.4 \% & 13 \%
\end{tabular}
\end{center}
All other parameters were held fixed when the temperature was raised. The losses come from the wings of the Gaussian and depend strongly on its width: at 300 K a spread of 0.10 eV gives at most 0.06 \%, and a spread of 0.19 eV about 1 to 3 \%. At 300 K and $n=p$, the loss reaches 10 \% when the densities have fallen to about $6\times10^9$ cm$^{-3}$.

\subsection{Other neglected processes}

Disorder also produces tails of localized states at both band edges. They were modelled as single-level traps with one capture coefficient, $c_t=10^{-9}$ cm$^3$/s, and a density $g(E)$ of $4\times10^{21}$ cm$^{-3}$eV$^{-1}$ at each edge. It decays exponentially over 45 meV (valence) and 30 meV (conduction). With emission included, their rate is
\begin{equation}
R_t=\int g(E)\,c_t\,\frac{np-n_1p_1}{n+p+n_1+p_1}\,dE ,
\end{equation}
where $n_1$ and $p_1$ are the free densities for a Fermi level at $E$. At 300 K and $\sqrt{np}=10^{13}$ cm$^{-3}$ it exceeds the emission loss at every ratio in the table. This order is not general: at 358 K the tail share falls to between 0.5 and 4.5 \% and lies below the emission loss for $n/p=10^{-2}$, $1$ and $10^2$, and at 300 K and $n=p$ emission overtakes the tails once the densities drop below about $10^{12}$ cm$^{-3}$. The figures that follow refer to the conditions of the table at 300 K. It adds up to 13 \% to the rate, and it is proportional to the roughly known $c_t$. The figure also rests on equal capture by charged and neutral tail states. If the charged ones captured ten times faster, with $c_t$ kept for the neutral ones, the tails would add between 15 and 52 \% at the ratios $n/p$ in the table, and could not be neglected. The integrand does not change when $n$ and $p$ are exchanged. The larger percentage at $n/p=10^4$ than at $10^{-4}$ therefore reflects the smaller $R$ of the dangling bonds there.

Electrons may also tunnel between defects. With a rate $\nu e^{-2d/\alpha}$, $\nu=10^{12}$ s$^{-1}$ and $\alpha=0.5$ nm, the rate at the mean nearest-neighbour distance of 15 nm is about $10^{-14}$ s$^{-1}$. The slowest capture rate that matters in the table is $5\times10^3$ s$^{-1}$. Hopping equals it at $d=4.8$ nm, and for randomly placed defects about 2 \% have a neighbour within that distance. This fraction is sensitive to the roughly known $\alpha$: it is 0.5 \% for $\alpha=0.3$ nm and 17 \% for $\alpha=1$ nm. Filling of the bands is negligible, with $n/N_c$ at most $5\times10^{-6}$.

\subsection{The model beside a real film}

Defect densities of $10^{16}$ to $10^{17}$ cm$^{-3}$ and absorber thicknesses of a few hundred nanometres are typical, as rough figures, of light-soaked amorphous silicon solar cells. The capture coefficients are uncertain by about an order of magnitude. For small changes near $n=p$ the rate is nearly proportional to the neutral ones. For large changes it is not: at $n=p$, raising both neutral coefficients tenfold multiplies the rate by 6.2, and lowering both tenfold divides it by about 9. The chosen $np$ corresponds to a separation of the quasi-Fermi levels of
\begin{equation*}
E_c-E_v-kT\ln\frac{N_cN_v}{np}=0.88\ \text{eV},
\end{equation*}
which is of the size of the open-circuit voltage of such cells. The computed 11 mA/cm$^2$ is of the order of their photocurrent in sunlight. Real cells break the assumption of uniform densities: $n/p$ is large near the electron contact and small near the hole contact. If $np$ is the same throughout and $n/p$ stays between $10^{-4}$ and $10^4$, the local rate lies between about 0.1 and 1.9 times its value at $n=p$. The film average must lie in the same range. This is a far larger uncertainty than the 2 to 4 \% made by replacing the dangling bonds with independent pairs.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough values, light-soaked a-Si:H)
defect density N = 5.0e+16 cm^-3, sqrt(np) = 1.0e+13 cm^-3
electron capture: by D+ 1.5e-07, by D0 3.0e-09 cm^3/s
hole capture: by D0 2.0e-09, by D- 5.0e-08 cm^3/s
r_n = 0.020, r_p = 0.040, r_n*r_p = 8.00e-04
quasi-Fermi splitting at 300 K = 0.881 eV
OCCUPATIONS AND RATES (n, p in cm^-3; R in cm^-3 s^-1)
n        p        f+      f0      f-      R          R2/R
1.0e+11  1.0e+15  0.9926  0.0074  0.0000  7.445e+20  1.0200
1.0e+12  1.0e+14  0.5713  0.4285  0.0003  4.349e+21  1.0199
1.0e+13  1.0e+13  0.0124  0.9317  0.0559  2.329e+21  1.0312
1.0e+14  1.0e+12  0.0000  0.1429  0.8571  2.157e+21  1.0397
1.0e+15  1.0e+11  0.0000  0.0017  0.9983  2.496e+20  1.0400
at n = p: a = 0.01333, b = 0.06000
at n = p: electron lifetime n/R = 4.293 ns
at n = p: current density of a 300 nm film = 11.20 mA/cm^2
EXTREMA OF R AT FIXED np
maximum: n/p = 0.0145, R = 4.418e+21 cm^-3 s^-1
dip: n/p = 0.7352, R = 2.309e+21 cm^-3 s^-1
maximum: n/p = 13.9169, R = 3.194e+21 cm^-3 s^-1
two maxima if r below: bond 0.1667, pair 0.1716
FOUR EQUAL COEFFICIENTS (r_n = r_p = 1)
n/p = 1: R2/R = 1.5000
n/p = 10: R2/R = 1.8347
n/p = 100: R2/R = 1.9804
NEGLECTED EFFECTS
gap 1.75 eV, levels 0.80 and 1.00 eV above valence edge, spread 0.15 eV
band densities Nc = Nv = 2.0e+20 cm^-3
tails: 4e+21 cm^-3 eV^-1 at edge, widths 45 (valence), 30 (conduction) meV
tail capture coefficient = 1e-09 cm^3/s
n/p      emission loss 300 K, 358 K (%)   tail rate/R (%)
1e-04   0.18   0.80   4.25
1e-02   0.44   2.00   1.89
1e+00   0.61   2.24   6.96
1e+02   1.05   3.66   3.81
1e+04   0.39   1.37   12.69
emission loss reaches 10 % at n = p = 6.06e+09 cm^-3 (300 K)
hopping: decay length 0.5 nm, attempt rate 1e+12 /s
mean nearest-defect distance = 15.0 nm
hop rate there = 7.6e-15 /s
slowest capture rate in table = 5.0e+03 /s
hop as fast as that within 4.78 nm: 2.26 % of defects
largest band filling n/Nc = 5.0e-06
\end{verbatim}
